# Second-Order Barrier Errors from Learned Potentials, part 1

(Sections cited here and not found follow in the second part.)

## First half: the stationary points of a slightly wrong surface

Q: I have a learned potential for an atom hopping through a solid. I evaluate it at the reference saddle and at the reference minimum, subtract the reference energies, and take the difference of the two errors. Surely that is the error of the learned barrier?

A: It is the error with both geometries held fixed. A saddle search on the learned potential does not hold them fixed. It looks for the point where the learned force vanishes, and an error in the force moves that point. The same happens at the minimum.

Some notation makes the difference visible. Let \(r\) collect all the atomic coordinates, let \(V(r)\) be the reference energy, and let \(d(r)\) be the error, learned minus reference. I write the learned energy as

\[
V_\lambda(r)=V(r)+\lambda d(r).
\]

The number \(\lambda\) counts orders. The reference surface has \(\lambda=0\) and the learned one \(\lambda=1\). Let \(r_0\) be a stationary point of \(V\), either a minimum or a saddle, so that \(\nabla V(r_0)=0\). At that point define

\[
d_0=d(r_0),\qquad g=\nabla d(r_0),\qquad
H=\nabla\nabla V(r_0),\qquad D=\nabla\nabla d(r_0).
\]

Your estimate uses \(d_0\) at the two points. It contains neither \(g\) nor any displacement.

Q: You assume that the learned surface has a stationary point near mine. Why should it?

A: It need not if the error is large or rough. For a small enough \(\lambda\) it does, provided that \(H\) is nonsingular and both functions are smooth. Three continuous derivatives suffice for the second-order result. The condition for a learned stationary point is

\[
\nabla V(r)+\lambda\nabla d(r)=0 .
\]

At \(\lambda=0\) it is solved by \(r_0\), and the derivative of its left side with respect to \(r\) is \(H\). Since \(H\) can be inverted, the implicit function theorem gives one smooth branch \(r(\lambda)\) of solutions near \(r_0\), with \(r(0)=r_0\).

The character of the point survives too. The eigenvalues of the learned Hessian change continuously along the branch. None of them starts at zero, so for small \(\lambda\) none changes sign. A minimum continues as a minimum, and a saddle with one negative eigenvalue continues as such a saddle.

This is a statement about the saddle being followed. If the error makes a different pass lower, the lowest barrier belongs to another branch, and the comparison has to be repeated there.

Q: How far does the point move?

A: Differentiate the stationarity condition along the branch. The chain rule gives

\[
\left[\nabla\nabla V(r)+\lambda\nabla\nabla d(r)\right]\frac{dr}{d\lambda}+\nabla d(r)=0 .
\]

At \(\lambda=0\) the bracket is \(H\) and the last term is \(g\). Therefore

\[
u\equiv\left.\frac{dr}{d\lambda}\right|_{0}=-H^{-1}g,
\qquad r(\lambda)=r_0+\lambda u+O(\lambda^2).
\]

The minus sign has a plain meaning at a minimum. The error adds the force \(-g\), and the atoms move with it until the restoring force balances it. Along an unstable direction \(H\) is negative, and the stationary point moves against the added force.

Q: Then put the displacement into the energy. I expect a term \(g\cdot u\), which is first order in the error times first order in the displacement.

A: That term is present, but it is accompanied by a change of \(V\) itself. I prefer first to find the sum in a way that leaves nothing out. The learned stationary energy is

\[
E(\lambda)=V(r(\lambda))+\lambda d(r(\lambda)).
\]

Its derivative is

\[
\frac{dE}{d\lambda}
=\left[\nabla V(r)+\lambda\nabla d(r)\right]\cdot\frac{dr}{d\lambda}+d(r(\lambda))
=d(r(\lambda)),
\]

because the bracket vanishes at every point of the branch. Now expand the right side:

\[
d(r(\lambda))=d_0+\lambda g\cdot u+O(\lambda^2)
=d_0-\lambda g^{T}H^{-1}g+O(\lambda^2).
\]

Integration from zero to \(\lambda\) turns \(\lambda\) into \(\lambda^2/2\), so that

\[
E(\lambda)=V(r_0)+\lambda d_0-\frac{\lambda^2}{2}g^{T}H^{-1}g+O(\lambda^3).
\]

The gradient stands on both sides of the inverse Hessian. A single contraction would leave a vector with the unit of length. The double contraction has the unit \((\mathrm{eV/nm})^2/(\mathrm{eV/nm^2})=\mathrm{eV}\).

Q: The half came out of an integral. Where is it in the energies?

A: It is what remains of two opposing terms. Moving by \(\lambda u\) changes the reference energy by

\[
\frac{\lambda^2}{2}u^{T}Hu
=\frac{\lambda^2}{2}g^{T}H^{-1}HH^{-1}g
=+\frac{\lambda^2}{2}g^{T}H^{-1}g ,
\]

where the two minus signs in \(u\) have cancelled and the symmetry of \(H\) has been used. There is no term linear in the displacement, because \(\nabla V(r_0)=0\). The same motion changes the error energy by

\[
\lambda g\cdot(\lambda u)=-\lambda^2g^{T}H^{-1}g .
\]

The sum is minus one half. Your \(g\cdot u\) alone would have been too large by a factor of two.

The second-order part of the displacement has not been forgotten. In \(V\) it would enter at second order through \(\nabla V(r_0)\), which is zero. In \(\lambda d\) it enters at third order.

Q: Is there a case that I can solve without expanding?

A: Take one coordinate, with \(V=\tfrac12\kappa x^2\) and a quadratic error \(d=d_0+gx+\tfrac12Dx^2\). At \(\lambda=1\), for \(\kappa+D\neq0\), completing the square gives

\[
V+d=d_0+\frac{\kappa+D}{2}\left(x+\frac{g}{\kappa+D}\right)^2-\frac{g^2}{2(\kappa+D)} .
\]

The stationary energy is the part outside the square. For \(|D|<|\kappa|\) it can be expanded as

\[
d_0-\frac{g^2}{2\kappa}+\frac{g^2D}{2\kappa^2}-\cdots .
\]

The second term is the formula. If \(D=0\), the formula has no remainder: a linear error on a quadratic surface is treated exactly. The series also shows what "small" must mean. The error curvature \(D\) has to be small against the true curvature \(\kappa\), whatever the size of \(d_0\).

Q: One coordinate hides the anharmonicity of \(V\). What is the first neglected term in general?

A: It can be found from the displacement that we already have. Write

\[
r(\lambda)=r_0+\lambda u+\lambda^2w+O(\lambda^3),
\]

and let \(V'''[u,u]\) be the vector obtained by contracting the third derivatives of \(V\) at \(r_0\) with \(u\) twice. For this order I assume one more continuous derivative. The second-order part of the stationarity condition is

\[
Hw+\tfrac12V'''[u,u]+Du=0 .
\]

The energy needs \(g\cdot w\). Since \(g=-Hu\) and \(H\) is symmetric,

\[
g\cdot w=-u\cdot Hw=\tfrac12V'''[u,u,u]+u^{T}Du .
\]

The part of \(d(r(\lambda))\) proportional to \(\lambda^2\) is therefore

\[
g\cdot w+\tfrac12u^{T}Du
=\tfrac12V'''[u,u,u]+\tfrac32u^{T}Du .
\]

Integrating \(\lambda^2\) gives \(\lambda^3/3\), and the third-order energy is

\[
E_3=\lambda^3\left(\tfrac16V'''[u,u,u]+\tfrac12u^{T}Du\right).
\]

The vector \(w\) has dropped out. In one coordinate with \(V'''=0\) and \(u=-g/\kappa\), this is \(g^2D/(2\kappa^2)\), as found by completing the square.

The equation for \(w\) also gives two necessary conditions for a useful expansion. The vectors \(H^{-1}Du\) and \(H^{-1}V'''[u,u]\) must both be short compared with \(u\). The first demands an error that is smooth on the scale set by the reference curvature. The second demands a displacement over which the reference curvature hardly changes. The two conditions are not sufficient. At a symmetric point \(D\) and \(V'''\) can both vanish, and then higher derivatives decide.

Q: At a minimum, the correction lowers the energy. I would guess that it lowers the saddle as well, since the model has been allowed to relax.

A: A saddle search does not relax in every direction. Let \(v_i\) be the orthonormal eigenvectors of \(H\), with eigenvalues \(\kappa_i\). Writing \(g=\sum_i g_iv_i\), with \(g_i=g\cdot v_i\), gives

\[
-\frac12g^{T}H^{-1}g=-\frac12\sum_i\frac{g_i^2}{\kappa_i}.
\]

At a minimum all \(\kappa_i\) are positive, so this term cannot be positive. At a first-order saddle one of them is negative, and its term raises the energy. The stable directions lower it.

The rise can be seen in one coordinate. On an inverted parabola \(-\tfrac12|\kappa|x^2\), a linear error \(gx\) moves the top to \(x=g/|\kappa|\). The height there is

\[
-\frac{g^2}{2|\kappa|}+\frac{g^2}{|\kappa|}=+\frac{g^2}{2|\kappa|}.
\]

Whichever way the hill is tilted, its new top lies above the height at the old position.

Q: Does the split into modes depend on whether I use mass-weighted coordinates?

A: The split does, but the sum does not. Under a linear change \(r-r_0=Ms\), with \(M\) invertible, the gradient becomes \(M^Tg\) and the Hessian becomes \(M^THM\). Then

\[
(M^Tg)^T(M^THM)^{-1}(M^Tg)
=g^TM\,M^{-1}H^{-1}M^{-T}\,M^Tg
=g^TH^{-1}g .
\]

The eigenvectors of \(M^THM\) are in general not the transformed eigenvectors of \(H\). A statement about one mode's share must therefore name its coordinates. I use plain Cartesian lengths.

Q: Now assemble the barrier.

A: Let the subscripts \(s\) and \(m\) mark the saddle and the minimum. With \(\lambda=1\), subtracting the two shifts gives

\[
\Delta B=(d_s-d_m)
-\frac12\left(g_s^{T}H_s^{-1}g_s-g_m^{T}H_m^{-1}g_m\right)
+\text{third order}.
\]

Here \(d_s\) and \(d_m\) are the values of the error at the reference points, and \(\Delta B\) is the learned barrier minus the reference barrier. A constant error has \(d_s=d_m\) and no gradient, so it leaves the barrier unchanged.

Relaxation at the minimum lowers the starting energy and so raises the barrier. The unstable direction at the saddle raises it too. The stable directions at the saddle lower it. The total second-order term therefore has no sign that holds for all errors.

Q: A real cell of atoms can be translated at no cost. Its Hessian is singular, and your inverse does not exist.

A: Then the zero modes have to be separated. Let \(t\) be a uniform translation. If \(V(r+\alpha t)=V(r)\) for every \(\alpha\), then \(\nabla V\) is also unchanged by the shift, and differentiating it with respect to \(\alpha\) gives \(Ht=0\). If the learned potential has the same invariance, so has \(d\), and differentiating \(d(r+\alpha t)=d(r)\) gives \(g\cdot t=0\).

The equation \(Hu=-g\) can then be solved, provided that \(H\) has no zero modes besides those of symmetry. Its solution is free up to a zero mode, which changes neither \(g\cdot u\) nor the energy. The inverse becomes the pseudo-inverse \(H^{+}\), which inverts the nonzero eigenvalues and gives zero on the rest:

\[
-\frac12g^{T}H^{-1}g\;\longrightarrow\;-\frac12g^{T}H^{+}g .
\]

For a free cluster the same argument covers rotations about the stationary geometry. A crystal in a fixed periodic cell has just the translations.

Q: In practice I would pin one atom. Is that the same?

A: For translations it is. Every learned stationary geometry can be shifted until the chosen atom sits at its pinned position, and the energy does not change. The force on the pinned atom also vanishes, because the forces on all atoms sum to zero.

A dimensionless chain of three atoms on a line puts this to a test. Let \(b_1\) and \(b_2\) be the neighbour distances and \(b_3=b_1+b_2\), with

\[
V=(1-e^{1-b_1})^2+(1-e^{1-b_2})^2+0.3\,(1-e^{1.8-b_3})^2,
\]

\[
d=\sin(2b_1)+\tfrac12b_3^2 .
\]

The minimum was found with the first atom pinned, for \(\lambda=0\) and \(\lambda=\pm0.005\). The combination \([E(\lambda)+E(-\lambda)-2E(0)]/(2\lambda^2)\) removes the odd orders. It gave \(-0.8952\), and the pseudo-inverse formula gave the same four digits.

Q: And if the learned potential is not translation invariant?

A: Then \(g\) can have a component along \(t\). No displacement \(u\) can produce it through \(Hu=-g\), since \(t\cdot Hu=(Ht)\cdot u=0\). The expansion fails at its first step, and the pseudo-inverse would merely hide an unbalanced force.

## Second half: a hopping atom and the limits of the formula

Q: Before I trust this with numbers, state what is being carried over.

A: The reference energy is \(V\), and the error \(d\) is learned minus reference. At a reference stationary point \(r_0\), the error has value \(d_0\), gradient \(g\) and Hessian \(D\), while \(V\) has Hessian \(H\). The first displacement is \(u=-H^{-1}g\). The energy shift is

\[
d_0-\tfrac12g^{T}H^{-1}g
+\tfrac12u^{T}Du+\tfrac16V'''[u,u,u]+\cdots .
\]

The barrier error \(\Delta B\) is this shift at the saddle \(s\) minus that at the minimum \(m\). The factor \(\lambda\) multiplies \(d\) and equals one for the learned surface.

Q: Choose a case in which both points really move.

A: Consider an oxygen interstitial in silicon hopping between neighbouring bond-centre sites. Let \(x\) be the hop coordinate and \(y\) a displacement of the host lattice. A model with these two coordinates is

\[
V=E_0\left(1-\frac{x^2}{a^2}\right)^2+\frac{k}{2}(y-cx)^2,
\]

with \(E_0=2.5\) eV, \(a=0.1\) nm, \(k=1000\) eV/nm² and \(c=0.5\). The derivative in \(y\) vanishes on \(y=cx\). The derivative in \(x\) then vanishes at \(x=0\) and \(x=\pm a\). The saddle is at the origin with energy \(E_0\), and the minima have zero energy. The reference barrier is thus 2.5 eV.

Differentiating twice gives

\[
V_{xx}=-\frac{4E_0}{a^2}\left(1-\frac{3x^2}{a^2}\right)+kc^2,
\qquad V_{xy}=-kc,\qquad V_{yy}=k .
\]

In eV/nm², the Hessians at the saddle and at the minimum are

\[
H_s=\begin{pmatrix}-750&-500\\-500&1000\end{pmatrix},
\qquad
H_m=\begin{pmatrix}2250&-500\\-500&1000\end{pmatrix}.
\]

For the error I prescribe a smooth wave,

\[
d=A\sin(q\cdot r+\varphi),
\]

with \(A=0.06\) eV, \(q=(40,30)\) nm⁻¹ and \(\varphi=0.3\). It stands in for the error of a learned potential. No potential has been trained here. The wave also breaks the symmetry \(r\to-r\) of \(V\), and this is why the saddle moves. An error that kept this symmetry, as a potential respecting the equivalence of the two sites would, has \(g_s=0\) in this model and no second-order term at the saddle.

Q: Work out the saddle first.

A: At the origin the argument of the sine is 0.3. Hence \(d_s=0.06\sin0.3\) eV \(=17.73\) meV, and \(g_s=0.06\cos0.3\,(40,30)=(2.293,1.720)\) eV/nm. The determinant of \(H_s\) is \(-10^6\) in its units, so

\[
H_s^{-1}=-10^{-6}\begin{pmatrix}1000&500\\500&-750\end{pmatrix}\ \mathrm{nm^2/eV}.
\]

The double contraction is

\[
g_s^{T}H_s^{-1}g_s=-10^{-6}\left[1000(2.293)^2+1000(2.293)(1.720)-750(1.720)^2\right]\ \mathrm{eV},
\]

which is \(-6.98\) meV. Minus one half of it raises the saddle by 3.49 meV.

The eigenvalues of \(H_s\) are \(-883\) and \(1133\) eV/nm². The unstable mode contributes \(+4.00\) meV and the stable mode \(-0.51\) meV. The signs were also tested separately, with a uniform error gradient of 1 eV/nm along one mode at a time. The saddle found by the search rose for the unstable mode and fell for the stable one, in both cases within 1% of \(-g_i^2/(2\kappa_i)\).

The second-order formula for the shift of a stationary energy has been derived, and in the oxygen example it raises the saddle by 3.49 meV beyond the first-order 17.73 meV. The minimum and the full barrier error remain to be worked out, followed by the limits of the formula and its practical use.

Numbers in the example were calculated in double precision.
